# Threshold Spread from Random Dopants in a Uniformly Doped MOS Channel

Two nominally identical transistors must match to within a given threshold difference, and a gate area has to be chosen for them. Random numbers of channel dopants set a floor to the mismatch. If every acceptor in the depletion layer is counted as though it lay at the oxide interface, the area required by this floor alone comes out three times as large as if each is weighted by its depth-dependent effect on a threshold defined by the surface potential, with oxide and doping held fixed. (When the distance of confined electrons from the interface is included, the factor for the example below is a little under two.) The weighting therefore matters for the choice of area.

## Setting and assumptions

An n-channel transistor has gate width $W$, length $L$ and area $A=WL$. The silicon occupies $x>0$, with the oxide interface at $x=0$. The acceptors have uniform mean density $N$ and are all ionized. The potential $\psi$ is measured from the neutral bulk, and $q>0$ is the elementary charge. In atomic units $q=1$, each permittivity is $\varepsilon=\kappa/4\pi$, and the oxide capacitance per area is $C_{ox}=\varepsilon_{ox}/t_{ox}=\kappa_{ox}/(4\pi t_{ox})$. The symbol $q$ is kept so that the formulas also hold in SI units.

The assumptions are these.

1. Acceptor positions are independent: the numbers in separate volumes are independent Poisson variables.
2. Holes are absent above a depletion edge and neutralize the acceptors below it. Electron charge is negligible up to threshold.
3. Threshold is reached when the area-averaged surface potential equals $\psi_s=2\phi_F$. The large neutral bulk fixes $\phi_F=v_t\ln(N/n_i)$, where $v_t=k_BT/q$ and $n_i$ is the intrinsic density, so $\psi_s$ does not fluctuate.
4. No electric flux crosses the side walls of the channel region. The gate is an equipotential with a uniform work function, and the oxide holds no random charge.

**Theorem.** Under these assumptions, and to leading order in the dopant fluctuation, the threshold voltage $V_T$ has the standard deviation

$$\sigma=\frac{q}{C_{ox}}\sqrt{\frac{N W_d}{3WL}},\qquad W_d=\sqrt{\frac{2\varepsilon_s\psi_s}{qN}},$$

where $W_d$ is the depletion depth of the device with the mean doping.

The proof needs the effect of one dopant, the justification for averaging over the gate area, and the variance of a weighted Poisson sum.

## The influence of a dopant

**Lemma 1.** Let the doping $N(x)$ depend on depth alone, with depletion edge $w$ and $N(w)>0$. At fixed $\psi_s$, a small change $\delta N(x)$ shifts the threshold by

$$\delta V_T=\frac{q}{C_{ox}}\int_0^{w}\left(1-\frac{x}{w}\right)\delta N(x)\,dx .$$

*Proof.* The charge density is $-qN$, so Poisson's equation reads $\psi''=qN/\varepsilon_s$. At the edge $\psi(w)=\psi'(w)=0$. One integration gives

$$\psi'(x)=-\frac{q}{\varepsilon_s}\int_x^{w}N(s)\,ds .$$

Since $\psi(0)=-\int_0^w\psi'\,dx$, exchanging the order of integration gives

$$\psi_s=\frac{q}{\varepsilon_s}\int_0^w\!dx\int_x^w\!N(s)\,ds=\frac{q}{\varepsilon_s}\int_0^w sN(s)\,ds .$$

The depletion charge per area has magnitude $Q=q\int_0^wN\,dx$. The gate carries the opposite charge, and the oxide drops the voltage $Q/C_{ox}$. With flat-band voltage $V_{FB}$,

$$V_T=V_{FB}+\psi_s+\frac{Q}{C_{ox}} .$$

Now vary the doping. Fixed $\psi_s$ requires

$$wN(w)\,\delta w+\int_0^w x\,\delta N\,dx=0,\qquad\text{so}\qquad N(w)\,\delta w=-\frac1w\int_0^w x\,\delta N\,dx .$$

The charge changes both through the added dopants and through the moving edge:

$$\delta Q=q\int_0^w\delta N\,dx+qN(w)\,\delta w=q\int_0^w\left(1-\frac xw\right)\delta N\,dx .$$

Division by $C_{ox}$ completes the proof. ∎

An added acceptor does some of the band bending, so the edge retreats and uncovers fewer acceptors there. For a dopant at the interface the retreat is zero, because a charge at $x=0$ adds nothing to $\int xN\,dx$. For a dopant at the edge the retreat cancels its charge completely.

**Lemma 2.** In a uniformly doped device, one extra acceptor at depth $x_0<W_d$, at any lateral position, shifts the threshold to first order by

$$\delta V_T=\frac{q}{AC_{ox}}\left(1-\frac{x_0}{W_d}\right).$$

*Proof.* Write the potential as $\psi_0(x)+\psi_1(\mathbf r)$ and the edge as $W_d+w_1(y,z)$. To first order, zero potential at the displaced edge means

$$\psi_0(W_d)+\psi_0'(W_d)\,w_1+\psi_1(W_d,y,z)=0 .$$

The first two terms vanish, so $\psi_1=0$ on the undisplaced plane $x=W_d$. In the silicon $\nabla^2\psi_1=(q/\varepsilon_s)\,\delta(\mathbf r-\mathbf r_0)$. Average this over the gate area. The lateral derivatives integrate to the flux through the side walls, which is zero, and the average $\bar\psi_1$ obeys

$$\bar\psi_1''=\frac{q}{\varepsilon_sA}\,\delta(x-x_0),\qquad \bar\psi_1(0)=\bar\psi_1(W_d)=0 .$$

The first boundary condition is the threshold condition. The solution consists of two straight lines, $-ax$ for $x<x_0$ and $-b(W_d-x)$ for $x>x_0$. Continuity gives $b=ax_0/(W_d-x_0)$, and the jump of slope gives

$$a+b=\frac{aW_d}{W_d-x_0}=\frac{q}{\varepsilon_sA},\qquad a=\frac{q}{\varepsilon_sA}\left(1-\frac{x_0}{W_d}\right).$$

The mean field into the silicon, $-\bar\psi_1'(0)$, has grown by $a$. The mean displacement is continuous at the interface, so the mean oxide voltage grows by $\varepsilon_sa/C_{ox}$, which is the stated shift. ∎

The local surface potential depends on the lateral position of the dopant; its area average depends only on the depth.

## The variance

**Lemma 3.** If dopants with mean density $N$ each contribute $g(x)$ according to depth, their sum has variance $NA\int g^2\,dx$.

*Proof.* A thin slice of thickness $\Delta x$ holds $n$ dopants, a Poisson variable of mean $\mu=NA\,\Delta x$. Its second factorial moment is

$$\langle n(n-1)\rangle=\sum_{n\ge2}\frac{\mu^n e^{-\mu}}{(n-2)!}=\mu^2 ,$$

so $\langle n^2\rangle-\langle n\rangle^2=\mu^2+\mu-\mu^2=\mu$. The slice contributes $g^2\mu$ to the variance. Independent slices add, and the sum becomes the integral as $\Delta x\to0$. ∎

*Proof of the theorem.* Take $g$ from Lemma 2 and substitute $v=1-x/W_d$:

$$\sigma^2=NA\left(\frac{q}{AC_{ox}}\right)^2\int_0^{W_d}\left(1-\frac{x}{W_d}\right)^2dx=\frac{q^2N}{AC_{ox}^2}\,W_d\int_0^1v^2\,dv=\frac{q^2NW_d}{3AC_{ox}^2}.$$

The square root is the result. The depth $W_d$ follows from $\psi_s=qNW_d^2/2\varepsilon_s$. ∎

**Remark 1 (scaling).** With $M=NAW_d$, the mean number of depletion dopants, the law reads $\sigma=(q/AC_{ox})\sqrt{M/3}$. Weight one for every dopant would replace $M/3$ by $M$. Inserting $W_d$ gives

$$\sigma=\frac{q\,t_{ox}}{\varepsilon_{ox}\sqrt{3WL}}\left(\frac{2\varepsilon_s\psi_sN}{q}\right)^{1/4}.$$

In this model the spread is proportional to oxide thickness and to the inverse root of the area, but it grows only as $N^{1/4}$, apart from the logarithm in $\psi_s$.

**Remark 2 (an undoped surface layer).** Let the doping be zero for $x<d$ and $N$ below. The potential condition becomes $qN(w^2-d^2)/2\varepsilon_s=\psi_s$, so $w^2=W_d^2+d^2$. Lemma 1 supplies the weight $1-x/w$, and Lemma 3 gives

$$\sigma_d^2=\frac{q^2N}{AC_{ox}^2}\int_d^w\left(1-\frac xw\right)^2dx=\frac{q^2Nw}{3AC_{ox}^2}\left(1-\frac dw\right)^3 .$$

For a thin layer $w=W_d$ to first order in $d$, hence $\sigma_d\approx\sigma\,(1-3d/2W_d)$. Removing the dopants nearest the interface helps most, because they carry the largest weights.

**Remark 3 (the neglected second order).** Let $dn$ count the acceptors of one device by depth, and suppose for this estimate that the depletion edge stays flat across the gate. The area-averaged potential condition is $\int_0^w x\,dn=MW_d/2$. The number of ionized acceptors is therefore

$$\int_0^w dn=\frac M2+\int_0^{W_d}\left(1-\frac{x}{W_d}\right)dn+\int_{W_d}^{w}\left(1-\frac{x}{W_d}\right)dn .$$

The first integral on the right is the linear theory. With $dn\approx NA\,dx$ in the narrow last interval, the last integral is $-NA(\delta w)^2/2W_d$. By Lemma 1 the edge moves by $\delta w=-(NAW_d)^{-1}\int_0^{W_d}x\,(dn-NA\,dx)$, and Lemma 3 gives

$$\langle(\delta w)^2\rangle=\frac{NAW_d^3/3}{(NAW_d)^2}=\frac{W_d}{3NA}.$$

With a flat edge the mean ionized number thus falls by $1/6$ for large $M$, and the mean threshold by $q/(6AC_{ox})$. This flat-edge shift is small beside $\sigma$ when $\sqrt{M/3}\gg1/6$. In a real dopant arrangement the edge also varies laterally. The area average of $(\delta w)^2$ then exceeds the square of the average displacement, so the mean threshold falls further than this estimate. A shift of the mean that is common to both transistors does not affect their match.

## Two refinements

**Proposition 1 (no sharp edge).** Let holes and electrons follow Boltzmann statistics, so that $\psi''=\rho(\psi)/\varepsilon_s$ with

$$\rho=q\left[N(1-e^{-\psi/v_t})+n_0(e^{\psi/v_t}-1)\right],\qquad n_0=n_i^2/N .$$

For uniform doping and fixed $\psi_s$, the influence of an acceptor at depth $x_0$ is $F(x_0)/F(0)$, where $F=-\psi'$ is the field of the unperturbed device.

*Proof.* Differentiating the equation for $\psi$ gives $F''=(\rho'(\psi)/\varepsilon_s)F$. A sheet of $s$ acceptors per area changes the potential by $\psi_1$, with

$$\psi_1''=\frac{\rho'(\psi)}{\varepsilon_s}\psi_1+\frac{qs}{\varepsilon_s}\delta(x-x_0),\qquad\psi_1(0)=\psi_1(\infty)=0 .$$

Multiply this by $F$, subtract $\psi_1F''$, and integrate. The terms in $\rho'$ cancel:

$$\big[F\psi_1'-\psi_1F'\big]_0^\infty=-F(0)\,\psi_1'(0)=\frac{qs}{\varepsilon_s}F(x_0).$$

The surface field rises by $-\psi_1'(0)=(qs/\varepsilon_s)F(x_0)/F(0)$, and the gate voltage by $\varepsilon_s/C_{ox}$ times this. ∎

In the depletion approximation $F/F(0)=1-x/W_d$, as before. In general, since $F\,dx=-d\psi$,

$$\sigma^2=\frac{q^2N}{AC_{ox}^2}\,\frac{1}{F(0)^2}\int_0^{\psi_s}F\,d\psi .$$

Multiplying $\psi''=\rho/\varepsilon_s$ by $\psi'$ and integrating from the bulk gives $F^2=(2/\varepsilon_s)\int_0^\psi\rho(\varphi)\,d\varphi$. Through most of the layer this is $F^2\approx2qN(\psi-v_t)/\varepsilon_s$. At the surface $n_0e^{\psi_s/v_t}=N$, the electron term restores the missing $v_t$, and $F(0)^2\approx2qN\psi_s/\varepsilon_s$. If the thin electron layer is ignored in the integral, $\sigma$ is multiplied by about $(1-v_t/\psi_s)^{3/4}$.

**Proposition 2 (electrons away from the interface).** Let the electrons occupy one subband with depth distribution $|\chi(x)|^2$ and mean depth $\bar z$, and let threshold mean a fixed subband energy relative to the bulk Fermi level. In the depletion approximation, with electron charge neglected, an acceptor deeper than the electrons has the influence

$$\left(1-\frac{x_0}{W_d}\right)\frac{1+\bar z/t}{1-\bar z/W_d},\qquad t=\frac{\varepsilon_s}{C_{ox}} .$$

*Proof.* For area-averaged potentials the oxide acts as a silicon layer of thickness $t$. Put $u=x+t$ and $D=W_d+t$. The gate is at $u=0$ and the perturbation vanishes at $u=D$. A gate change $\delta V_G$ adds the potential $\delta V_G(D-u)/D$. A sheet $s$ at $u_0$, with the gate held fixed, adds $-(qs/\varepsilon_s)\,u_<(D-u_>)/D$, where $u_<$ and $u_>$ are the smaller and larger of $u$ and $u_0$; its slope jumps by $qs/\varepsilon_s$, as required. To first order the subband energy changes by $-q\int|\chi|^2\delta\psi\,dx$. Setting this to zero gives

$$\delta V_G=\frac{qs}{\varepsilon_s}\,\frac{\int|\chi|^2u_<(D-u_>)\,dx}{\int|\chi|^2(D-u)\,dx}.$$

For a deep acceptor $u_<=u$ and $u_>=u_0$. The numerator is $(t+\bar z)(W_d-x_0)$ and the denominator is $W_d-\bar z$. Since $t/\varepsilon_s=1/C_{ox}$, the stated influence follows. ∎

For electrons at the interface, $\bar z=0$, Lemma 2 returns. An acceptor inside the electron layer acts less than the deep formula says, because for $u>u_0$ the integrand contains $u_0(D-u)$, which is smaller than $u(D-u_0)$.

## A 100 nm silicon transistor

Take $W=L=100$ nm, $t_{ox}=2.0$ nm and $N=10^{18}$ cm$^{-3}$ at 300 K. Rough material values are $n_i=10^{10}$ cm$^{-3}$, $\kappa_s=11.7$ and $\kappa_{ox}=3.9$. Then

$$\phi_F=25.85\ \text{mV}\times\ln10^8=0.476\ \text{V},\qquad\psi_s=0.952\ \text{V},$$

and $W_d=35.1$ nm. The depletion layer holds $M=10^{-3}\times10^4\times35.09=351$ acceptors on average. With $C_{ox}=1.727$ µF/cm$^2$, one acceptor at the interface shifts the threshold by $q/(AC_{ox})=0.928$ mV, and

$$\sigma=0.928\ \text{mV}\times\sqrt{350.9/3}=10.0\ \text{mV}\quad(3.69\times10^{-4}\ \text{hartree}/e).$$

Equal weights would give 17.4 mV. For two independent transistors the standard deviation of the threshold difference is $\sqrt2\,\sigma=14.2$ mV.

The linear step can be judged from a simulation that does not use the weights. Acceptor depths are drawn at random, and each device moves its own edge until $\int x\,dn$ has the value required by $\psi_s$, with the last acceptor fractionally ionized. In 20,000 devices the standard deviation is 10.07 mV. The mean threshold is lower than nominal by $0.16\pm0.07$ mV, consistent with the predicted $0.928/6=0.15$ mV. For a gate 30 nm square, with about 32 depletion acceptors, the same procedure gives 33.4 mV and the law 33.5 mV. Small numbers do not spoil the linear formula here, but this simulation keeps the one-dimensional potential condition and says nothing about short-channel effects.

At fixed surface potential the carrier tail matters little. Quadrature of Proposition 1 gives 9.85 mV, about 2% below the law, and the estimate $(1-0.02585/0.952)^{3/4}=0.98$ accounts for it.

Confinement matters more. For a triangular well with the surface field 0.543 MV/cm and a rough normal mass of 0.92 electron masses (the lowest valleys at a (100) surface), the Airy-function ground state has energy $E_0=0.116$ eV and $\bar z=1.42$ nm. Here $t=2.0\times11.7/3.9=6.0$ nm, so deep acceptors gain the factor $(1+1.42/6.0)/(1-1.42/35.1)=1.29$. Integrating the squared influence over all depths, with $W_d$ held fixed, gives 12.7 mV, or 27% above the law. Not all of this is due to confinement: classical electrons also lie a distance of order $v_t/F(0)$ from the interface, and a threshold defined by fixed electron sheet density gives 11.0 mV, 9% above the law. At 300 K about a fifth of the electrons occupy higher subbands and the lighter valleys, which lie deeper; including them gives about 13.2 mV. A lighter normal mass raises the spread further, to about 14 mV for a single subband with 0.26 electron masses, as at a (111) surface. If the band bending at threshold also rose by all of $E_0$, the fourth-root dependence on $\psi_s$ would add about 3%, partly offset by the smaller $\bar z$ and larger $W_d$ in the influence factor, for a net rise of about 2%.

**Lateral fluctuations.** The average surface potential hides a rough landscape. To size this, random acceptors were placed in 2.5 nm lateral cells and 14 depth layers, and the linear Poisson equation was solved by Fourier series with periodic sides. On this grid the surface potential deviates from each device's own mean by 25 mV (root mean square), about one thermal voltage; with finer cells and layers the value rises to about 28 mV. A resistor network with local conductance proportional to $e^{\psi/v_t}$ then gave the subthreshold current, and its logarithm was converted to a gate-voltage shift with the factor $1+\varepsilon_s/(W_dC_{ox})$. In 400 devices the current-defined spread is 10.3 mV, against 10.2 mV for the area-averaged definition in the same sample; the two agree within a sampling error of a few percent, and which of them is larger is not resolved. The correlation is 0.98, and the mean threshold falls by $2.0\pm0.5$ mV. In this model the average is a good measure of the spread, although the landscape is not smooth.

**Source and drain.** The side-wall assumption is weaker. A disturbance from the ends decays along the channel in modes proportional to $\sin k(x+t_{ox})$ in the oxide and $\sin k(W_d-x)$ in the silicon. Continuity of potential and displacement requires

$$\varepsilon_{ox}\cot(kt_{ox})=-\varepsilon_s\cot(kW_d).$$

The smallest root gives a decay length $1/k=13$ nm. Equal disturbances at both ends leave the fraction $1/\cosh(kL/2)=0.04$ at mid-channel, but 26% of the channel lies within one decay length of an end. The dopants there do not have the influence of Lemma 2, and those at mid-channel follow it only approximately, because fixed potentials at the ends also weaken the gate's control of the average surface potential. For gates only a few decay lengths long, the theorem should give way to a three-dimensional calculation with source and drain.

**Comparison with real devices.** A spread of order 10 mV is the model's result for the chosen inputs, not a measured value. Real devices break the assumption that electrons sit at the interface, which moves the estimate to about 13 mV for a (100) surface. Their doping can also vary with depth, and then the weight of Lemma 1 must be used with the actual profile; lateral variation of the mean doping lies outside the theorem. Random interface charge adds its own Poisson term, $(q/C_{ox})\sqrt{N_{it}/A}$; a rough $N_{it}=10^{11}$ cm$^{-2}$ gives 2.9 mV, which, added in quadrature, raises the law's 10.0 mV by about 4%. At 400 K, with $n_i\propto T^{3/2}e^{-E_g/2k_BT}$ and a fixed gap $E_g=1.12$ eV, the law gives 9.8 mV, because $\psi_s$ falls; the fixed gap underestimates $n_i$, and a value near $5\times10^{12}$ cm$^{-3}$ gives 9.7 mV. The depletion charge produces an oxide field of 1.6 MV/cm, well below breakdown at roughly 10 MV/cm. Gate granularity is not included, so the dopant term alone cannot guarantee a match.
